# Traces, determinants and eigenvectors of quaternion matrices

**Q:** I am writing a relativistic code that stores the Hamiltonian as a quaternion matrix. I have been treating the entries like complex numbers: I permute factors under a trace, test a 2 by 2 matrix for singularity with $ad-bc$, and put scalars on whichever side of an eigenvector is convenient. A quaternion matrix represents an ordinary complex matrix, so surely the ordinary rules carry over?

**A:** They hold for the complex matrix, but not for all the expressions you form from the quaternion entries. Let us fix the representation first. Write

$$q=q_0+q_1i+q_2j+q_3k,\qquad i^2=j^2=k^2=-1,$$

$$ij=k=-ji,\qquad jk=i=-kj,\qquad ki=j=-ik,$$

with real $q_0,\dots,q_3$. The conjugate $\bar q$ reverses the signs of $q_1,q_2,q_3$. Then $\overline{pq}=\bar q\,\bar p$, $q\bar q=\bar qq=|q|^2=\sum_a q_a^2$, and $q^{-1}=\bar q/|q|^2$ for $q\neq0$.

The complex image $\Phi$ replaces $i,j,k$ by $-i\sigma_x,-i\sigma_y,-i\sigma_z$, where the $i$ in front of a Pauli matrix is the complex unit. The products agree: $(-i\sigma_x)(-i\sigma_y)=-\sigma_x\sigma_y=-i\sigma_z$, and cyclically, while each square is $-1$. Thus

$$\Phi(q)=\begin{pmatrix}q_0-iq_3&-q_2-iq_1\\ q_2-iq_1&q_0+iq_3\end{pmatrix}.$$

Applied entry by entry, this turns an $n\times n$ quaternion matrix into a $2n\times2n$ complex one. Block multiplication gives $\Phi(AB)=\Phi(A)\Phi(B)$. Since $-i\sigma_a$ is anti-Hermitian, $\Phi(A^\dagger)=\Phi(A)^\dagger$, where $A^\dagger$ is the conjugate transpose.

**Q:** Which complex matrices can be written this way?

**A:** Those that commute with time reversal, in a basis of real spatial functions times spin up and down. There time reversal is $\mathcal K=-i\sigma_y\mathcal C$ on each spin pair, with $\mathcal C$ complex conjugation. Expand a 2 by 2 block as $\sum_a c_au_a$, with $u_0=1$, $u_{1,2,3}=-i\sigma_{x,y,z}$ and complex $c_a$. From $\sigma_y\sigma_a^*=-\sigma_a\sigma_y$,

$$(-i\sigma_y)(-i\sigma_a)^*=\sigma_y\sigma_a^*=-\sigma_a\sigma_y=(-i\sigma_a)(-i\sigma_y).$$

So $\mathcal K$ commutes with every $u_a$ but conjugates $c_a$. The block commutes with $\mathcal K$ if and only if all $c_a$ are real, which makes it a quaternion.

The Dirac kinetic coupling is an example. Between real functions $f$ and $g$, the operator $c\,\boldsymbol\sigma\cdot\mathbf p$ has the spin block $-i\boldsymbol\sigma\cdot(\hbar c\int f\nabla g)$, a quaternion with zero real part.

**Q:** Then take the trace. $\mathrm{tr}\,\Phi(A)\Phi(B)=\mathrm{tr}\,\Phi(B)\Phi(A)$ is certain. Why should $\mathrm{Tr}\,AB=\mathrm{Tr}\,BA$ fail?

**A:** Because the two traces carry different information. The Pauli matrices are traceless, so

$$\mathrm{tr}\,\Phi(A)=2\,\mathrm{Re}\,\mathrm{Tr}\,A .$$

The complex trace sees the real part of the quaternion trace and nothing else. Now write the sums:

$$\mathrm{Tr}\,AB=\sum_{pq}A_{pq}B_{qp},\qquad \mathrm{Tr}\,BA=\sum_{pq}B_{qp}A_{pq}.$$

The same pairs occur in opposite order. With $\mathbf r=(r_1,r_2,r_3)$ read as a quaternion without real part, the multiplication table gives

$$rs=r_0s_0-\mathbf r\cdot\mathbf s+r_0\mathbf s+s_0\mathbf r+\mathbf r\times\mathbf s .$$

Exchanging $r$ and $s$ reverses the sign of the cross product and leaves the rest alone. The real parts of the two traces are therefore equal, and the imaginary parts need not be.

**Q:** My matrices are Hermitian. Does that rescue the rule?

**A:** Not for a product. Take

$$A=\begin{pmatrix}0&i\\-i&0\end{pmatrix},\qquad B=\begin{pmatrix}0&j\\-j&0\end{pmatrix}.$$

Both equal their conjugate transposes. The diagonal entries of $AB$ are $i(-j)=-k$ and $(-i)j=-k$. Those of $BA$ are $j(-i)=k$ and $(-j)i=k$. Hence

$$\mathrm{Tr}\,AB=-2k,\qquad \mathrm{Tr}\,BA=2k .$$

A single Hermitian matrix is safer. Its diagonal is real, so its trace is real. If $S$ is unitary, $S^\dagger AS$ is again Hermitian, so its trace is real too, and the cyclic real part makes the two traces equal.

Without Hermiticity even a unitary change of basis can alter the trace. For $N=\mathrm{diag}(i,0)$ and $S=\mathrm{diag}(j,1)$ the first entry becomes $(-j)ij=-jk=-i$, so the trace changes from $i$ to $-i$.

**Q:** Could some cleverer combination of the components be cyclic as well?

**A:** No real-linear one, apart from multiples of the real trace. Let $f$ be real-linear with real values and $f(AB)=f(BA)$ for all $A,B$. Let $E_{pq}$ have a 1 in position $(p,q)$ and zeros elsewhere, and let $s$ be any quaternion.

- For $p\neq q$, $E_{pp}(sE_{pq})=sE_{pq}$ but $(sE_{pq})E_{pp}=0$. Hence $f(sE_{pq})=0$.
- The products $(sE_{pq})E_{qp}=sE_{pp}$ and $E_{qp}(sE_{pq})=sE_{qq}$ give $f(sE_{pp})=f(sE_{qq})$.
- Since $i=\tfrac12(jk-kj)$, the matrix $iE_{pp}$ is half the commutator of $jE_{pp}$ and $kE_{pp}$. Hence $f(iE_{pp})=0$, and likewise for $j$ and $k$.

What remains is $f(A)=f(E_{11})\,\mathrm{Re}\,\mathrm{Tr}\,A$. The numerical check finds the same for 2 by 2 matrices: commutators span 15 of the 16 real dimensions.

**Q:** I accept that. For the determinant, though, I need no cyclic rule. I compute $ad-bc$ and see whether it vanishes.

**A:** Try it on

$$M=\begin{pmatrix}1&i\\j&k\end{pmatrix}.$$

You get $ad-bc=k-ij=0$. Now eliminate the lower left entry by subtracting $j$ times the first row, with $j$ on the left. The last entry becomes $k-ji=k+k=2k$, which is not zero. The matrix is invertible.

**Q:** So I chose the wrong order, and $ad-cb$ would have worked?

**A:** For this matrix, because $a=1$. In general elimination gives, for $a\neq0$,

$$\begin{pmatrix}1&0\\-ca^{-1}&1\end{pmatrix}\begin{pmatrix}a&b\\c&d\end{pmatrix}=\begin{pmatrix}a&b\\0&d-ca^{-1}b\end{pmatrix},$$

and $a^{-1}$ stands between $c$ and $b$, where it cannot be moved out. A reliable quantity is the determinant of the complex image. For one quaternion,

$$\det\Phi(q)=(q_0^2+q_3^2)+(q_2+iq_1)(q_2-iq_1)=|q|^2 .$$

The elimination matrix has an image of determinant 1, so

$$\det\Phi(M)=|a|^2\,|d-ca^{-1}b|^2 .$$

To remove the inverse, put $s=ca^{-1}b=c\bar ab/|a|^2$. Then $|s|^2=|c|^2|b|^2/|a|^2$, and $|d-s|^2=|d|^2+|s|^2-2\,\mathrm{Re}(\bar ds)$. Multiplying by $|a|^2$ gives

$$\det\Phi(M)=|a|^2|d|^2+|b|^2|c|^2-2\,\mathrm{Re}(\bar d\,c\,\bar a\,b).$$

Both sides are polynomials in the real components, so the formula also holds at $a=0$ by continuity. For our $M$ the last product is $(-k)(ji)=(-k)(-k)=-1$, and the determinant is $1+1+2=4$.

**Q:** Why does this decide whether the quaternion matrix itself has an inverse?

**A:** If $\Phi(M)$ has an inverse, that inverse also commutes with $\mathcal K$, so it is the image of a quaternion matrix, which inverts $M$. Conversely, an inverse of $M$ has an image that inverts $\Phi(M)$. The determinant is also multiplicative, because $\Phi(MN)=\Phi(M)\Phi(N)$.

The plain transpose shows how far the usual rules can fail:

$$M^T=\begin{pmatrix}1&j\\i&k\end{pmatrix},\qquad M^T\begin{pmatrix}-j\\1\end{pmatrix}=\begin{pmatrix}-j+j\\-ij+k\end{pmatrix}=0 .$$

It is singular although $M$ is not, and your formula gives it the nonzero value $k-ji=2k$. The conjugate transpose is harmless here, since $\det\Phi(M^\dagger)=[\det\Phi(M)]^*$.

**Q:** Is $ad-bc$ at least multiplicative for diagonal matrices?

**A:** No. Let $F=\mathrm{diag}(1,i)$ and $G=\mathrm{diag}(j,1)$. Their values are $i$ and $j$, with product $ij=k$. But $FG=\mathrm{diag}(j,i)$ has the value $ji=-k$. Reversing the order of the factors does not cure it: $GF$ is the same matrix as $FG$, and the reversed rule would give it $ij=k$.

For a Hermitian 2 by 2 matrix the ordinary expression does have a meaning. Put $a=e_1$ and $d=e_2$, both real, with $b=w$ and $c=\bar w$. Since $w\bar w=\bar ww$, order does not matter, and the general formula becomes

$$\det\Phi=e_1^2e_2^2+|w|^4-2e_1e_2|w|^2=(e_1e_2-|w|^2)^2 .$$

**Q:** That leaves eigenvectors. I can see that $\lambda x$ and $x\lambda$ differ, but surely an eigenvector may be multiplied by a constant from either side?

**A:** Look at where the matrix acts. It multiplies the column from the left, so the right side is free. Write the eigenvalue equation as $Ax=x\ell$. For $q\neq0$,

$$A(xq)=(Ax)q=x\ell q=(xq)(q^{-1}\ell q).$$

Thus $xq$ is an eigenvector, with eigenvalue $q^{-1}\ell q$. For $qx$ the entries are $\sum_rA_{pr}\,q\,x_r$, and $q$ can be pulled to the front if it commutes with the matrix elements, but in general not otherwise. Real $q$ commute with the elements of every matrix.

**Q:** The eigenvalue changes when I rescale the vector?

**A:** It can. For $N=\mathrm{diag}(i,0)$ the column $(1,0)^T$ has eigenvalue $i$. The column $(j,0)^T$ has eigenvalue $-i$, since $ij=k=j(-i)$. A non-real eigenvalue belongs to a class $q^{-1}\ell q$.

For Hermitian $A$ this freedom disappears. From $x^\dagger Ax=(x^\dagger x)\ell$, the left side equals its own conjugate and is real, and $x^\dagger x$ is real and positive. So $\ell$ is real and $q^{-1}\ell q=\ell$. Every right multiple then stays in the same level.

**Q:** Do the two kinds of multiplication mean anything physically?

**A:** They are different operations. In $\Phi(q)$, apply $\mathcal K$ to the first column:

$$\begin{pmatrix}0&-1\\1&0\end{pmatrix}\begin{pmatrix}q_0+iq_3\\q_2+iq_1\end{pmatrix}=\begin{pmatrix}-q_2-iq_1\\q_0+iq_3\end{pmatrix},$$

which is the second column. A quaternion column $x$ therefore represents a spinor $u$ together with its Kramers partner: $\Phi(x)=(u,\mathcal Ku)$.

A right factor gives $\Phi(xq)=\Phi(x)\Phi(q)$. For $|q|=1$ this is a unitary mixing of $u$ and $\mathcal Ku$, which leaves the space they span unchanged. A left factor gives $\Phi(qx)=[1\otimes\Phi(q)]\Phi(x)$. For $|q|=1$ it rotates the spin in every orbital while the orbitals stay fixed. With spin-orbit coupling, such a rotation is in general no symmetry.

**Q:** Show me a Hamiltonian for which the left factor does damage.

**A:** Take two orthonormal real orbitals with

$$h=\begin{pmatrix}e_1&w\\\bar w&e_2\end{pmatrix},\qquad w\neq0 .$$

The real part of $w$ is a spin-free coupling. The rest is spin-orbit coupling: orbital angular momentum has imaginary, antisymmetric elements between real orbitals, and multiplied by Pauli matrices these give the units $-i\sigma_a$ with real coefficients. The eigenvalue equations are

$$(e_1-E)x_1+wx_2=0,\qquad \bar wx_1+(e_2-E)x_2=0 .$$

If $E=e_1$, the first gives $x_2=0$ and the second $x_1=0$, so $E\neq e_1$. Then $x_1=-wx_2/(e_1-E)$, and the second equation requires

$$(e_1-E)(e_2-E)=|w|^2,$$

$$E_\pm=\frac{e_1+e_2}{2}\pm\sqrt{\frac{(e_1-e_2)^2}{4}+|w|^2}.$$

Choose $x_2=1$ and insert $qx$ into the first equation:

$$(e_1-E)\,q\,\frac{-w}{e_1-E}+wq=wq-qw .$$

So $qx$ can stay in the level $E$ only if $wq=qw$. That is also sufficient: then $\bar wqw=\bar wwq=|w|^2q$, and the second equation becomes $[-|w|^2/(e_1-E)+e_2-E]\,q=0$, which holds.

By the product rule, $wq=qw$ means $\mathbf w\times\mathbf q=0$. A spin rotation about the direction of $\mathbf w$ is allowed. If $\mathbf w=0$ there is no spin-orbit coupling in the model, and all spin rotations are allowed.

**Q:** And with numbers?

**A:** Take the round parameters $e_1=0$, $e_2=3$ eV and $w=1+i+j+k$ eV, so $|w|=2$ eV. They stand for no particular material. The levels are $1.5\pm\sqrt{2.25+4}=1.5\pm2.5$, that is $-1$ and $4$ eV, each twofold in the complex image. Their product is $e_1e_2-|w|^2=-4$ eV², and the complex determinant is its square, 16 eV⁴.

For $E=-1$ eV we have $e_1-E=1$ eV, and the normalized eigenvector is

$$x=\frac1{\sqrt5}\begin{pmatrix}-(1+i+j+k)\\1\end{pmatrix}.$$

The product $xj$ stays at $-1$ eV. Now form $y=jx$, which is a spin rotation by $\pi$ about the $y$ axis, since $\Phi(j)=-i\sigma_y=e^{-i\pi\sigma_y/2}$. With $w$ in eV, its entries are $y_1=-jw/\sqrt5$ and $y_2=j/\sqrt5$. We need

$$jw=-1+i+j-k,\qquad \bar w(jw)=4i .$$

The mean energy is $y^\dagger hy=\bar y_1wy_2+\bar y_2\bar wy_1+3|y_2|^2$. The second term is

$$\bar y_2\bar wy_1=\tfrac15(-j)\bar w(-jw)=\tfrac15\,j(4i)=-\tfrac45k .$$

The first is its conjugate, $+\tfrac45k$, so they cancel. What remains is $3/5=0.6$ eV, which is 1.6 eV above the eigenvalue. If $p$ is the weight in the upper level, $-(1-p)+4p=0.6$ gives $p=0.32$. The left product is a mixture of both levels.

As a control, the left factor $(i+j+k)/\sqrt3$ commutes with $w$, and the program finds a vanishing residual for it.

**Q:** In my code I get energies from $\mathrm{Tr}(hD)$ with a density matrix. Would I notice the trace problem there?

**A:** You might not. For normalized $y$ let $D=yy^\dagger$. Moving $\bar y_p$ to the end of each product is allowed under the real part, so

$$y^\dagger hy=\mathrm{Re}\sum_{pq}\bar y_ph_{pq}y_q=\mathrm{Re}\sum_{pq}h_{pq}y_q\bar y_p=\mathrm{Re}\,\mathrm{Tr}(hD).$$

Since $h$ and $D$ are Hermitian, $\overline{\mathrm{Tr}(hD)}=\mathrm{Tr}(Dh)$. The imaginary part is therefore

$$\mathrm{Im}\,\mathrm{Tr}(hD)=\tfrac12\bigl[\mathrm{Tr}(hD)-\mathrm{Tr}(Dh)\bigr],$$

where $\mathrm{Im}$ means the whole $i,j,k$ part. It vanishes whenever $h$ and $D$ commute. In a converged mean-field calculation in an orthonormal basis, the Fock matrix commutes with the density matrix, so their trace is real and the mistake stays hidden. A nonzero commutator is necessary to expose it, but not sufficient. A real symmetric, spin-free operator $O$ such as the dipole gives a real $\mathrm{Tr}(OD)$ for every Hermitian $D$, because the imaginary part of $D$ is antisymmetric. In Hartree-Fock with real, spin-free Coulomb integrals the repulsion adds no imaginary part either. The Coulomb matrix is real and symmetric. For exchange, $K_{pq}=\sum_{rs}(pr|sq)D_{rs}$, renaming $p\leftrightarrow s$, $q\leftrightarrow r$ and using $(pr|sq)=(sq|pr)$ gives $\mathrm{Tr}(KD)=\mathrm{Tr}(DK)$. With $F$ the Fock matrix and $h$ the core Hamiltonian, $\mathrm{Im}\,\mathrm{Tr}(hD)=\mathrm{Im}\,\mathrm{Tr}(FD)$, so at convergence $\mathrm{Tr}(hD)$ is real although $h$ and $D$ need not commute. A real starting density, or one built from eigenvectors of $h$, gives a real trace too. The mistake can show when both the operator and the density have $i,j,k$ parts and do not commute, as in the next example.

For $y=jx$ the missing ingredient is $wj\bar w=4k$, found from $wj=-1-i+j+k$. With $\bar y_1=\bar wj/\sqrt5$,

$$h_{12}y_2\bar y_1=\tfrac15\,wj\bar wj=\tfrac45kj=-\tfrac45i,$$

$$h_{21}y_1\bar y_2=\tfrac15\,\bar wjwj=\tfrac45ij=\tfrac45k .$$

Adding $3|y_2|^2=0.6$ gives

$$\mathrm{Tr}(hD)=0.6-0.8i+0.8k\ \text{eV},\qquad \mathrm{Tr}(Dh)=0.6+0.8i-0.8k\ \text{eV}.$$

The real part is the energy. The imaginary part depends on the order of the factors and is no part of it.

**Q:** And if both members of the Kramers pair are occupied?

**A:** The complex trace adds the two spinors, so the one-electron energy is $2\,\mathrm{Re}\,\mathrm{Tr}(hD)$. That is $-2$ eV for the pair from $x$ and $1.2$ eV for the pair from $jx$. Electron repulsion is not included in this model.

**Q:** Then in my code I should take the real part of every trace, replace $ad-bc$ by the determinant of the complex image, and put quaternion factors to the right of eigenvectors.

**A:** Yes, for energies and expectation values of time-reversal-even operators, and for matrices that act on columns from the left. If you work with rows, $x^\dagger A=\ell x^\dagger$, the free side is the left one: $(qx^\dagger)A=q\ell x^\dagger=(q\ell q^{-1})(qx^\dagger)$. The scalar belongs on the side away from the matrix.

## Calculated quantities

```
Quaternions are listed as (real, i, j, k)
Tr(AB), dimensionless: (0.0000, 0.0000, 0.0000, -2.0000)
Tr(BA), dimensionless: (0.0000, 0.0000, 0.0000, 2.0000)
Dimension of 2x2 quaternion matrices over the reals: 16
Dimension of the span of commutators: 15
Tr diag(i,0), dimensionless: (0.0000, 1.0000, 0.0000, 0.0000)
Tr after similarity by diag(j,1): (0.0000, -1.0000, 0.0000, 0.0000)
M=[[1,i],[j,k]]: ad-bc: (0.0000, 0.0000, 0.0000, 0.0000)
M: ad-cb: (0.0000, 0.0000, 0.0000, 2.0000)
M: determinant of complex image: 4.0000
Transpose of M: ad-bc: (0.0000, 0.0000, 0.0000, 2.0000)
Transpose of M: image determinant: 0.0000
Complex rank of image, M: 4
Complex rank of image, transpose: 2
F=diag(1,i), G=diag(j,1): ad-bc of FG: (0.0000, 0.0000, 0.0000, -1.0000)
(ad-bc of F) times (ad-bc of G): (0.0000, 0.0000, 0.0000, 1.0000)
diag(i,0): eigenvalue for (1,0): (0.0000, 1.0000, 0.0000, 0.0000)
diag(i,0): eigenvalue for (1,0)j: (0.0000, -1.0000, 0.0000, 0.0000)
Model e1: 0.0000 eV
Model e2: 3.0000 eV
Model w in eV: (1.0000, 1.0000, 1.0000, 1.0000)
Norm |w|: 2.0000 eV
Four levels of complex image in eV: [-1. -1.  4.  4.]
e1*e2-|w|^2: -4.0000 eV^2
Determinant of complex image of h: 16.0000 eV^4
Lower eigenvector, orbital 1: (-0.4472, -0.4472, -0.4472, -0.4472)
Lower eigenvector, orbital 2: (0.4472, 0.0000, 0.0000, 0.0000)
Residual norm of x j: 0.0000 eV
Residual norm of j x: 2.8284 eV
Residual norm of (i+j+k)x/sqrt(3): 0.0000 eV
Mean energy of x j: -1.0000 eV
Mean energy of j x: 0.6000 eV
Weight of j x in the upper level: 0.3200
Tr(hD) for x in eV: (-1.0000, 0.0000, 0.0000, 0.0000)
Tr(hD) for j x in eV: (0.6000, -0.8000, 0.0000, 0.8000)
Tr(Dh) for j x in eV: (0.6000, 0.8000, 0.0000, -0.8000)
Energy of filled Kramers pair from x: -2.0000 eV
Energy of filled Kramers pair from j x: 1.2000 eV
```
